# Runaway Field of Electrons Cooled by Polar Optical Phonons: a program that tests the result

```python
"""Runaway limit of electrons heated by a field and cooled by polar phonons.

Result under test: a slowly drifting Maxwellian of temperature T is steady at
    F^2 = m nu P = alpha^2 m w^3 (4 z^2/(3 pi)) K0 D (D K0 + S K1),
with z = w/T, Bessel argument z/2, D,S = (N+1)exp(-z/2) -,+ N exp(z/2).
F(T) has a maximum F_c; above it the electron temperature runs away.
m: band mass, w: phonon frequency, N: phonon occupation at lattice
temperature T0, alpha: Froehlich constant, P: energy loss per electron,
nu: momentum relaxation rate. Atomic units with k_B = 1.
Scaled quantities: y = T/w, x = E/w, p = P/(alpha w^2), n = nu/(alpha w),
f = F/(alpha sqrt(m w^3)), momentum in sqrt(m w), speed in sqrt(w/m).
"""
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import k0, k1

hartree_ev = pc["Hartree energy in eV"][0]
field_au = pc["atomic unit of electric field"][0]
time_au = pc["atomic unit of time"][0]
kelvin_au = pc["kelvin-hartree relationship"][0]

mass, phonon_mev, eps_inf, eps_static, lattice_k = 0.2, 40.0, 6.0, 9.0, 300.0
w = phonon_mev / 1000 / hartree_ev
inv_kappa = 1 / eps_inf - 1 / eps_static
alpha = inv_kappa * np.sqrt(mass / (2 * w))
y_lattice = lattice_k * kelvin_au / w
N = 1 / np.expm1(1 / y_lattice)
field_scale = alpha * np.sqrt(mass * w**3)


# Derived single-electron and Maxwellian formulas, in scaled quantities
def polar_loss(x):
    root = np.sqrt(x)
    emission = np.arccosh(np.sqrt(np.maximum(x, 1)))
    return 2 / root * ((N + 1) * emission - N * np.arcsinh(root))


def polar_relaxation(x):
    root = np.sqrt(x)
    emission = (np.sqrt(np.maximum(1 - 1 / x, 0))
                + np.arccosh(np.sqrt(np.maximum(x, 1))) / x)
    absorption = np.sqrt(1 + 1 / x) - np.arcsinh(root) / x
    return ((N + 1) * emission + N * absorption) / root


def bessel_parts(y):
    z = 1 / y
    em, ab = (N + 1) * np.exp(-z / 2), N * np.exp(z / 2)
    return z, (em - ab) * k0(z / 2), (em + ab) * k1(z / 2)


def p_formula(y):
    z, dk0, _ = bessel_parts(y)
    return 2 * np.sqrt(z / np.pi) * dk0


def n_formula(y):
    z, dk0, sk1 = bessel_parts(y)
    return 2 * z / 3 * np.sqrt(z / np.pi) * (dk0 + sk1)


def f2_formula(y):
    z, dk0, sk1 = bessel_parts(y)
    return 4 * z**2 / (3 * np.pi) * dk0 * (dk0 + sk1)


# Coupling strength from the loss function of a weakly damped polar lattice
def loss_function(s, damping=1e-3):
    transverse2 = eps_inf / eps_static
    eps = (eps_inf * (1 - s**2 - 1j * damping * s)
           / (transverse2 - s**2 - 1j * damping * s))
    return (-1 / eps).imag


edges = [0, 0.9, 0.99, 1, 1.01, 1.1, 10, np.inf]
weight = sum(quad(loss_function, a, b, limit=300)[0]
             for a, b in zip(edges[:-1], edges[1:]))
coupling = 2 * np.pi * w * inv_kappa
assert abs(4 * w * weight / coupling - 1) < 2e-3  # finite damping


# Golden rule summed over the direction of the final momentum
def golden_rule(x):
    energy = x * w
    k = np.sqrt(2 * mass * energy)
    power = relaxation = 0.0
    for sign, occupation in ((-1, N + 1), (1, N)):
        final = energy + sign * w
        if final <= 0:
            continue
        kf = np.sqrt(2 * mass * final)
        pref = occupation * mass * kf / (2 * np.pi) * coupling

        def inverse_q2(mu):
            return 1 / (k**2 + kf**2 - 2 * k * kf * mu)

        rate = pref * quad(inverse_q2, -1, 1, epsabs=0, limit=200)[0]
        turn = pref * quad(lambda mu: (1 - kf * mu / k) * inverse_q2(mu),
                           -1, 1, epsabs=0, epsrel=1e-9, limit=200)[0]
        power -= sign * w * rate
        relaxation += turn
    return power / (alpha * w**2), relaxation / (alpha * w)


for x in (0.5, 1.5, 3.0, 20.0):
    power, relaxation = golden_rule(x)
    assert abs(power / polar_loss(x) - 1) < 1e-6
    assert abs(relaxation / polar_relaxation(x) - 1) < 1e-6
assert abs(polar_loss(1e6) / (np.log(4e6) / 1e3) - 1) < 1e-5

# Average over a Maxwellian drifting at any speed u
nodes, weights = np.polynomial.legendre.leggauss(240)
nodes, weights = (nodes + 1) / 2, weights / 2


def drifting_average(y, u, loss, relaxation):
    """Return normalization, energy loss and force on the electron gas."""
    threshold = np.sqrt(2)
    tmax = np.sqrt(u + 10 * np.sqrt(y))
    t = tmax * nodes
    k = np.concatenate((threshold * nodes, threshold + t**2))
    dk = np.concatenate((threshold * weights, 2 * t * tmax * weights))
    a = k * u / y
    forward = np.exp(-(k - u)**2 / (2 * y))
    backward = np.exp(-(k + u)**2 / (2 * y))
    even = (forward - backward) / a
    odd = (forward + backward) / a - (forward - backward) / a**2
    measure = 2 * np.pi * k**2 * dk / (2 * np.pi * y)**1.5
    x = k**2 / 2
    return (np.sum(measure * even), np.sum(measure * even * loss(x)),
            np.sum(measure * odd * k * relaxation(x)))


for y in (0.8, 2.0, 5.0, 30.0):
    u = 0.01 * np.sqrt(y)
    norm, power, force = drifting_average(y, u, polar_loss, polar_relaxation)
    assert abs(norm - 1) < 1e-8
    assert abs(power / p_formula(y) - 1) < 1e-3  # finite small drift
    assert abs(force / u / n_formula(y) - 1) < 1e-3
    assert abs(force / u * power / f2_formula(y) - 1) < 2e-3

# End points of the balance curve and its single maximum
assert abs(p_formula(y_lattice)) < 1e-12
y_hot = 1e5
log_hot = np.log(4 * y_hot) - np.euler_gamma
hot_p = 2 * log_hot / np.sqrt(np.pi * y_hot)
hot_n = 4 / 3 * (2 * N + 1) / np.sqrt(np.pi * y_hot)
hot_f2 = 8 / (3 * np.pi) * (2 * N + 1) * log_hot / y_hot
assert abs(p_formula(y_hot) / hot_p - 1) < 1e-3
assert abs(n_formula(y_hot) / hot_n - 1) < 1e-3
assert abs(f2_formula(y_hot) / hot_f2 - 1) < 1e-3
grid = np.geomspace(y_lattice * 1.001, 1e4, 3000)
slope_sign = np.sign(np.diff(f2_formula(grid)))
assert np.count_nonzero(np.diff(slope_sign)) == 1 and slope_sign[0] > 0


def peak(function, low, high):
    best = minimize_scalar(lambda s: -function(np.exp(s)), method="bounded",
                           bounds=(np.log(low), np.log(high)),
                           options={"xatol": 1e-9})
    return np.exp(best.x), -best.fun


y_crit, f2_crit = peak(f2_formula, y_lattice, 100)
f_crit = np.sqrt(f2_crit)
y_pmax, p_max = peak(p_formula, y_lattice, 100)
y_nmax, n_max = peak(n_formula, y_lattice, 100)
x_peak, loss_peak = peak(polar_loss, 1.001, 200)
assert y_nmax < y_crit < y_pmax
f_frozen = np.sqrt(n_formula(y_lattice) * p_max)
u2_over_t = p_formula(y_crit) / n_formula(y_crit) / y_crit
_, dk0_c, sk1_c = bessel_parts(y_crit)
assert abs(u2_over_t - 3 * dk0_c / (dk0_c + sk1_c)) < 1e-10


# Both balances solved without expansion in the drift
def excess_heating(u, y):
    _, power, force = drifting_average(y, u, polar_loss, polar_relaxation)
    return u * force - power


def full_field(y):
    root_y = np.sqrt(y)
    u = brentq(excess_heating, 0.01 * root_y, 3 * root_y, args=(y,))
    return drifting_average(y, u, polar_loss, polar_relaxation)[2]


for y in (1.5, y_crit, 10.0):
    scan = [excess_heating(s * np.sqrt(y), y) for s in np.linspace(0.02, 3, 60)]
    assert np.count_nonzero(np.diff(np.sign(scan))) == 1
y_full, f_full = peak(full_field, 1.0, 12.0)
assert f_full > full_field(1.0) and f_full > full_field(12.0)
assert abs(f_full / f_crit - 1) < 0.15  # size of the small-drift error

# Time evolution below and above the limit
f_low, f_high = 0.95 * f_crit, 1.05 * f_crit
y_stable = brentq(lambda y: f2_formula(y) - f_low**2, y_lattice, y_crit)
y_unstable = brentq(lambda y: f2_formula(y) - f_low**2, y_crit, 1e3)
y_stop = 20.0


def evolve(field, y_start):
    def rate(s, y):
        return 2 / 3 * (field**2 / n_formula(y) - p_formula(y))

    def escaped(s, y):
        return y[0] - y_stop
    escaped.terminal = True
    run = solve_ivp(rate, (0, 2000), [y_start], method="LSODA",
                    events=escaped, rtol=1e-8, atol=1e-10)
    assert run.success
    return run.t[-1], run.y[0, -1], len(run.t_events[0]) > 0


for start in (y_lattice, 0.95 * y_unstable):
    _, y_end, ran_away = evolve(f_low, start)
    assert not ran_away and abs(y_end / y_stable - 1) < 1e-4
assert evolve(f_low, 1.05 * y_unstable)[2]
s_escape, _, ran_away = evolve(f_high, y_lattice)
assert ran_away
escape_ps = s_escape / (alpha * w) * time_au * 1e12


# Contrast: optical phonons with a coupling independent of q
def flat_loss(x):
    return (N + 1) * np.sqrt(np.maximum(x - 1, 0)) - N * np.sqrt(x + 1)


def flat_relaxation(x):
    return (N + 1) * np.sqrt(np.maximum(x - 1, 0)) + N * np.sqrt(x + 1)


def flat_f2(y):
    u = 0.01 * np.sqrt(y)
    _, power, force = drifting_average(y, u, flat_loss, flat_relaxation)
    return power * force / u


flat_curve = [flat_f2(y) for y in np.geomspace(1.2 * y_lattice, 1e3, 60)]
assert np.all(np.diff(flat_curve) > 0)
assert abs(flat_f2(2000.0) / flat_f2(1000.0) - 2) < 0.02

print(f"band mass m = {mass} electron masses")
print(f"phonon energy w = {phonon_mev} meV = {w:.6f} hartree")
print(f"eps_inf = {eps_inf}, eps_static = {eps_static}, 1/kappa = {inv_kappa:.5f}")
print(f"lattice temperature T0 = {lattice_k} K, T0/w = {y_lattice:.4f}")
print(f"coupling alpha = {alpha:.4f}, phonon occupation N = {N:.4f}")
print(f"loss scale alpha w^2 = {alpha*w**2:.4e} a.u.")
print(f"rate scale alpha w = {alpha*w:.4e} a.u.")
print(f"field scale alpha sqrt(m w^3) = {field_scale:.4e} a.u.")
print("single electron: E/w, loss/(alpha w^2), relaxation/(alpha w)")
for x in (1.5, 3.0, 10.0, 30.0, 100.0):
    print(f"  {x:6.1f} {polar_loss(x):8.4f} {polar_relaxation(x):8.4f}")
print(f"single-electron loss peak: E/w = {x_peak:.3f}, loss = {loss_peak:.4f}")
print("Maxwellian: T/w, P/(alpha w^2), nu/(alpha w), F/(field scale)")
for y in (1.0, 1.5, 2.0, y_crit, 5.0, 10.0, 20.0, 100.0):
    print(f"  {y:8.3f} {p_formula(y):8.4f} {n_formula(y):8.4f}"
          f" {np.sqrt(f2_formula(y)):8.4f}")
print(f"nu at T0 = {n_formula(y_lattice):.4f} alpha w")
print(f"nu peak: T/w = {y_nmax:.3f}, nu = {n_max:.4f} alpha w")
print(f"P peak: T/w = {y_pmax:.3f}, P = {p_max:.4f} alpha w^2")
print(f"critical T/w = {y_crit:.4f}, T = {y_crit*w/kelvin_au:.0f} K")
print(f"critical field F_c = {f_crit:.4f} field scale")
print(f"F_c = {f_crit*field_scale:.4e} a.u. = "
      f"{f_crit*field_scale*field_au/1e6:.3f} MV/m")
print(f"m u^2/T at F_c = {u2_over_t:.4f}")
print(f"limit with nu frozen at T0 = {f_frozen:.4f} field scale")
print(f"finite-drift limit = {f_full:.4f} field scale at T/w = {y_full:.3f}")
print(f"finite-drift limit = {f_full*field_scale*field_au/1e6:.3f} MV/m")
print(f"finite-drift change of F_c = {100*(f_full/f_crit-1):.2f} percent")
print(f"at 0.95 F_c: stable T/w = {y_stable:.4f}, unstable = {y_unstable:.4f}")
print(f"at 1.05 F_c: time from T0 to T/w = {y_stop:.0f} is {escape_ps:.2f} ps")
print(f"F(T/w=100)/F(T/w=10), polar = "
      f"{np.sqrt(f2_formula(100.0)/f2_formula(10.0)):.4f}")
print(f"F(T/w=100)/F(T/w=10), q-independent = "
      f"{np.sqrt(flat_f2(100.0)/flat_f2(10.0)):.4f}")
print("PASS")
```

Printed output:

```
band mass m = 0.2 electron masses
phonon energy w = 40.0 meV = 0.001470 hartree
eps_inf = 6.0, eps_static = 9.0, 1/kappa = 0.05556
lattice temperature T0 = 300.0 K, T0/w = 0.6463
coupling alpha = 0.4582, phonon occupation N = 0.2704
loss scale alpha w^2 = 9.9013e-07 a.u.
rate scale alpha w = 6.7357e-04 a.u.
field scale alpha sqrt(m w^3) = 1.1549e-05 a.u.
single electron: E/w, loss/(alpha w^2), relaxation/(alpha w)
     1.5   0.9105   1.1874
     3.0   1.2702   0.9908
    10.0   1.1415   0.5279
    30.0   0.8693   0.2927
   100.0   0.5984   0.1566
single-electron loss peak: E/w = 3.751, loss = 1.2836
Maxwellian: T/w, P/(alpha w^2), nu/(alpha w), F/(field scale)
     1.000   0.3387   0.8707   0.5431
     1.500   0.6268   0.8533   0.7313
     2.000   0.7899   0.7976   0.7937
     2.683   0.9137   0.7220   0.8122
     5.000   1.0419   0.5496   0.7567
    10.000   1.0270   0.3877   0.6310
    20.000   0.9235   0.2701   0.4994
   100.000   0.6062   0.1175   0.2669
nu at T0 = 0.7693 alpha w
nu peak: T/w = 1.128, nu = 0.8753 alpha w
P peak: T/w = 6.415, P = 1.0514 alpha w^2
critical T/w = 2.6827, T = 1245 K
critical field F_c = 0.8122 field scale
F_c = 9.3800e-06 a.u. = 4.823 MV/m
m u^2/T at F_c = 0.4717
limit with nu frozen at T0 = 0.8994 field scale
finite-drift limit = 0.8239 field scale at T/w = 2.270
finite-drift limit = 4.893 MV/m
finite-drift change of F_c = 1.44 percent
at 0.95 F_c: stable T/w = 1.7546, unstable = 4.5144
at 1.05 F_c: time from T0 to T/w = 20 is 2.41 ps
F(T/w=100)/F(T/w=10), polar = 0.4230
F(T/w=100)/F(T/w=10), q-independent = 3.3095
PASS
```
